Maxwell-Wagner Relaxation and Interfacial Charge in a Leaky Bilayer

Definitions and conventions

Two flat dielectric layers lie between two metal electrodes. Layer i (i = 1, 2) has thickness dᵢ, relative permittivity κᵢ and conductivity sᵢ. The coordinate x runs from the electrode on layer 1 to the electrode on layer 2, and the fields E₁ and E₂ are positive in that direction. The electrode on layer 2 is grounded. The other is at zero potential until t = 0 and at the constant potential V afterwards. The free charge per area at the interface between the layers is q.

The algebra is in atomic units, where e = ħ = 1 and 4πε₀ = 1. Gauss's law for free charge of density ρ then reads ∂(κE)/∂x = 4πρ. A conductivity is a rate in these units, so ħs is an energy. Numbers are given in eV and Å: potentials as the energy eV of a unit positive charge, times in ħ/eV, and charge densities in e/Å².

Three combinations recur:

D = κ₁d₂ + κ₂d₁
S = s₁d₂ + s₂d₁
A = s₁κ₂ − s₂κ₁

The model takes κᵢ and sᵢ as constants, the polarization as instantaneous, the interface as sharp and free of traps, and the electrodes as able to supply whatever current the layers carry. Diffusion of carriers is neglected, and so is any change of sᵢ caused by the stored charge. The source has no series resistance. The result to be derived is

q(t) = q∞ (1 − e^(−t/τ)),  τ = D/(4πS),  q∞ = AV/(4πS).

First derivation: charge balance at the interface

Consider first the interior of one layer. Charge conservation is ∂ρ/∂t = −∂(sE)/∂x. Since s and κ are uniform there, Gauss's law gives ∂E/∂x = 4πρ/κ, and therefore

∂ρ/∂t = −(4πs/κ) ρ = −ρ/τᵢ,  τᵢ = κᵢ/(4πsᵢ).

An interior that is neutral at the start stays neutral. The field is then uniform within each layer, and between the electrodes free charge can gather only at the interface.

Two conditions fix the fields for a given q. The potential drops add up to V, and Gauss's law holds across the interface:

d₁E₁ + d₂E₂ = V
κ₂E₂ − κ₁E₁ = 4πq

To eliminate E₂, multiply the first equation by κ₂ and the second by d₂, then subtract. The terms κ₂d₂E₂ cancel:

(κ₂d₁ + κ₁d₂)E₁ = κ₂V − 4πd₂q.

To eliminate E₁, multiply the first by κ₁ and the second by d₁, then add:

(κ₁d₂ + κ₂d₁)E₂ = κ₁V + 4πd₁q.

Both brackets equal D, so

E₁ = (κ₂V − 4πd₂q)/D
E₂ = (κ₁V + 4πd₁q)/D.

The signs have a direct meaning. For V > 0, positive charge at the interface opposes the applied field in layer 1 and strengthens it in layer 2.

The interface gains the current that arrives through layer 1 and loses the current that leaves through layer 2:

dq/dt = s₁E₁ − s₂E₂
= [(s₁κ₂ − s₂κ₁)V − 4π(s₁d₂ + s₂d₁)q]/D
= AV/D − (4πS/D) q.

The coefficient of q is 1/τ with τ = D/(4πS). The right side vanishes at q∞ = τAV/D = AV/(4πS). Hence

dq/dt = −(q − q∞)/τ,

and for any initial interfacial charge

q(t) = q∞ + [q(0) − q∞] e^(−t/τ).

An instantaneous step leaves no time for a finite conduction current to carry charge to the interface. An initially uncharged interface therefore has q(0) = 0 just after the step, which gives the stated law.

At that moment the fields are κ₂V/D and κ₁V/D, the division between two capacitors. At late times q = q∞ makes the conduction currents equal, s₁E₁ = s₂E₂. With d₁E₁ + d₂E₂ = V this gives E₁ = s₂V/S and E₂ = s₁V/S, the division between two resistors. The interfacial charge is what turns the first division into the second.

Its sign follows from κᵢ = 4πsᵢτᵢ:

A = 4πs₁s₂(τ₂ − τ₁).

For V > 0 the charge is positive if layer 2 relaxes more slowly, negative if layer 1 does, and zero if the two layer times are equal. A difference in permittivity is neither necessary nor sufficient for free charge at the interface; what must differ is the ratio κᵢ/sᵢ.

Second derivation: continuity of the total current

The second route never writes a rate equation for q. Insert ρ = (1/4π)∂(κE)/∂x into charge conservation:

∂/∂x [sE + (κ/4π) ∂E/∂t] = 0.

The bracket is the total current density J, conduction plus displacement. It has the same value at every x, also on both sides of the interface, where the sheet charge is included in ρ.

Let f̃(p) = ∫ f(t) e^(−pt) dt, with the integral starting just before the step. All fields vanish there, so a time derivative becomes multiplication by p. In layer i

J̃ = yᵢẼᵢ,  yᵢ = sᵢ + pκᵢ/(4π).

Because yᵢ and J̃ do not depend on x within a layer, neither does Ẽᵢ. The neutral interior is thus a consequence of the uniform layer and the field-free start.

The transform of the applied step is V/p. Adding the drops gives

V/p = d₁Ẽ₁ + d₂Ẽ₂ = J̃ (d₁/y₁ + d₂/y₂),

and therefore

J̃ = (V/p) y₁y₂/(d₁y₂ + d₂y₁)
Ẽ₁ = (V/p) y₂/(d₁y₂ + d₂y₁)
Ẽ₂ = (V/p) y₁/(d₁y₂ + d₂y₁).

The common denominator is linear in p:

d₁y₂ + d₂y₁ = S + pD/(4π) = (D/4π)(p + 1/τ),

with the same τ = D/(4πS). Gauss's law at the interface now yields the charge:

q̃ = (κ₂Ẽ₂ − κ₁Ẽ₁)/(4π) = (V/4πp) (κ₂y₁ − κ₁y₂)/(d₁y₂ + d₂y₁).

In the numerator the terms in p cancel, since both equal pκ₁κ₂/(4π), and A remains. Thus

q̃ = AV/[D p (p + 1/τ)] = (τAV/D) [1/p − 1/(p + 1/τ)].

The two terms are the transforms of 1 and e^(−t/τ), and the prefactor is q∞. This is the same law as before. That q starts from zero is here part of the answer.

The transform also gives the current in the external circuit. As p → ∞, J̃ tends to the constant CV with

C = κ₁κ₂/(4πD),  1/C = 4π(d₁/κ₁ + d₂/κ₂).

A constant transform is an impulse at t = 0. It carries the charge CV per area that loads the two layers as series capacitors. The sum d₁/κ₁ + d₂/κ₂, which sets the equivalent thickness of the stack, fixes this early response; τ needs the conductivities as well.

The pole at p = 0 gives the steady current J∞ = s₁s₂V/S. At the other pole, p = −1/τ = −4πS/D, one has

y₁ = s₁ − κ₁S/D = d₁(s₁κ₂ − s₂κ₁)/D = d₁A/D
y₂ = s₂ − κ₂S/D = d₂(s₂κ₁ − s₁κ₂)/D = −d₂A/D.

The residue is y₁y₂ times V/p = −τV and times 4π/D. With 4πτ/D = 1/S the two minus signs cancel, and for t > 0

J(t) = J∞ + ΔJ e^(−t/τ),  ΔJ = d₁d₂A²V/(D²S).

For V > 0 the excess ΔJ is never negative, whichever sign the interfacial charge has. Unless A = 0, the external current therefore reveals τ. By itself it does not reveal the sign of q, because exchanging the two layers leaves J(t) unchanged and reverses q. If the capacitances κᵢ/(4πdᵢ) of the two layers are known and differ, the size of ΔJ together with τ and J∞ settles which layer has which conductance per area sᵢ/dᵢ, and thus the sign. The conductivities themselves follow only if the thicknesses are known too.

What τ means in circuit terms

Define for each layer, per area, the capacitance Cᵢ = κᵢ/(4πdᵢ) and the conductance Gᵢ = sᵢ/dᵢ. Dividing numerator and denominator of τ by d₁d₂ gives

τ = (C₁ + C₂)/(G₁ + G₂).

The capacitances add although the layers are stacked. With both electrode potentials held fixed, an extra charge δq at the interface changes E₁ by −4πd₂δq/D. The interface potential, V − d₁E₁, rises by 4πd₁d₂δq/D = δq/(C₁ + C₂). This rise drives δq away through both layers at once, with conductance G₁ + G₂.

Substituting κᵢ = 4πsᵢτᵢ into D shows that τ is a weighted mean of the layer times:

τ = (s₁d₂τ₁ + s₂d₁τ₂)/(s₁d₂ + s₂d₁).

If the driven electrode is disconnected instead, J = 0 and each layer obeys sᵢEᵢ + (κᵢ/4π)dEᵢ/dt = 0. The fields then decay separately with τ₁ and τ₂, and τ does not appear.

A limiting case is a blocking layer, s₁ → 0. Then S → s₂d₁ and A → −s₂κ₁, so that

τ → τ₂ [1 + κ₁d₂/(κ₂d₁)],  q∞ → −κ₁V/(4πd₁) = −C₁V.

Layer 2 conducts until it holds no field, and the whole voltage stands across layer 1.

Worked example

The parameters are round model values: a thin, poorly conducting layer of low permittivity and a thicker, leakier one of high permittivity. They are κ₁ = 4, κ₂ = 20, d₁ = 10 Å, d₂ = 40 Å, ħs₁ = 10⁻¹⁸ eV, ħs₂ = 10⁻¹⁶ eV and a step of 0.50 eV per unit charge. They illustrate the formulas and do not represent a real stack: through an insulator only 10 Å thick, direct tunnelling can far exceed the current assumed here, and a local conductivity does not describe it. The late field in layer 1, 4.8 MV/cm, is also too high for ohmic leakage to be expected. Moreover, s₂ corresponds to only 1.7 × 10⁻¹¹ S/m: for mobilities between 1 and 10⁻¹² cm²/(V s), layer 2 holds fewer than 10¹² mobile carriers per cm², well below the interfacial charge found below, so in a real film injection, space charge and traps would set the conduction. With these values

D = 4 × 40 + 20 × 10 = 360 Å
ħS = 10⁻¹⁸ × 40 + 10⁻¹⁶ × 10 = 1.04 × 10⁻¹⁵ eV Å
τ = 360/(4π × 1.04 × 10⁻¹⁵) = 2.75 × 10¹⁶ ħ/eV, or 18.1 s.

The layer times are τ₁ = 3.18 × 10¹⁷ ħ/eV and τ₂ = 1.59 × 10¹⁶ ħ/eV. Their weights in the mean are 0.04/1.04 = 0.038 and 1/1.04 = 0.962, which is why τ lies much closer to τ₂ than to τ₁. Because τ₁ is twenty times τ₂, its small weight still supplies 44 % of τ. The blocking limit gives 1.8 τ₂, about 4 % above τ. The product of series resistance and series capacitance would be 1.84 × 10¹⁷ ħ/eV, nearly seven times τ.

Just after the step, eE₁ = 20 × 0.50/360 = 0.0278 eV/Å, so layer 1 takes 0.278 eV of the 0.50 eV. At late times eE₁ = 0.0481 eV/Å and eE₂ = 0.00048 eV/Å, and layer 1 takes 0.481 eV. Gauss's law gives the final charge from these late fields:

κ₂eE₂ − κ₁eE₁ = 20 × 0.000481 − 4 × 0.048077 = −0.183 eV/Å.

Division by 4πe², where e² is one hartree times one bohr, yields q∞ = −1.01 × 10⁻³ e/Å², or −1.01 × 10¹³ e/cm². It is negative because layer 2 initially carries positive charge away faster than layer 1 supplies it. After one τ the charge is −6.38 × 10⁻⁴ e/Å², which is 63 % of the final value; after 3τ it has reached 95 %.

The steady current is 3.34 × 10⁻²¹ e eV/(ħ Å²) and the initial excess is 1.49 × 10⁻²⁰ in the same unit. Just after the charging impulse the current is thus about 5.5 times its final value.

These relations were tested on a network of ten cells in which every inner node was free to charge. For three different stacks its relaxation times and interfacial charge agreed with the formulas, and the charge on all other inner nodes was negligible. The fields and the external current were tested for the present example. The numerical output lists values for the present example only.

Where the simple law stops

A real step takes time. Let the potential rise linearly to V during a time T. The rate equation becomes dq/dt = (q∞t/T − q)/τ, and the solution with q(0) = 0 is

q(t) = q∞ [(t − τ)/T + (τ/T) e^(−t/τ)],  0 ≤ t ≤ T,

as substitution confirms: both sides equal (q∞/T)(1 − e^(−t/τ)). At the end of the ramp

q(T) = q∞ [1 − (τ/T)(1 − e^(−T/τ))] ≈ q∞T/(2τ) for T ≪ τ.

For T = 0.1τ the interface already holds 4.8 % of q∞, and for T = τ it holds 37 %. After the ramp, for t ≥ T, the rate equation with constant V gives

q(t) = q∞ [1 − (τ/T)(e^(T/τ) − 1) e^(−t/τ)].

For T ≪ τ this is the response to an ideal step at t = T/2, apart from a relative correction of about T²/(24τ²) to the exponential term.

Leakage may also depend nonlinearly on the field. Suppose the currents are Jᵢ(Eᵢ), with slopes gᵢ = dJᵢ/dEᵢ at the steady fields. A neutral interior stays neutral here too, because ∂Jᵢ/∂x = (dJᵢ/dEᵢ)(4πρ/κᵢ) vanishes with ρ. A small deviation δq changes the fields by δE₁ = −4πd₂δq/D and δE₂ = 4πd₁δq/D, so to first order

dδq/dt = g₁δE₁ − g₂δE₂ = −(4π/D)(g₁d₂ + g₂d₁) δq.

If both slopes are positive, the final approach is exponential, with sᵢ replaced by gᵢ in τ. If one slope is negative, the steady state is unstable even where g₁d₂ + g₂d₁ is positive: by the relation for ∂Jᵢ/∂x, any small charge inside that layer grows at the rate 4π|gᵢ|/κᵢ. This holds for a current fixed by the local field alone. If the charge drifts with the carriers, it can leave the layer before it has grown; with the field fixed at the injecting edge and the voltage across the layer fixed, instability then needs this rate times the transit time to exceed about 2. The early part of the transient need not be exponential.

As a test, take Jᵢ = sᵢF sinh(Eᵢ/F) with eF = 0.010 eV/Å and the other parameters unchanged. Direct time integration gives a late relaxation time of 1.37 × 10¹⁶ ħ/eV, half the ohmic value. The slopes dJ/dE predict the same number, while the ratios J/E would give 2.24 × 10¹⁶ ħ/eV.

The final charge falls to 58 % of the ohmic one. Equal currents with s₁ < s₂ require E₁ > E₂, so the sinh law raises the ratio J/E more in layer 1 than in layer 2. At equal currents the ratio of J/E in layer 1 to that in layer 2 equals E₂/E₁. It rises from 0.01 in the ohmic case to 0.066, closer to the value κ₁/κ₂ = 0.2 at which no interfacial charge would be needed. The charge is therefore smaller here.

What each derivation assumes

Both derivations rest on Gauss's law, charge conservation, uniform layers and a prescribed voltage. They differ in what must be supplied and in what can be relaxed.

The charge balance needs two separate inputs: neutral interiors and the value of q just after the step. In return it accepts any initial interfacial charge and any voltage history. Ohm's law enters only when the currents are written as sᵢEᵢ, so the same balance also covers the nonlinear case above.

The current-continuity route, solved by the transform as above, needs layers that respond linearly with constant coefficients; another voltage history only replaces V/p by its own transform. As written above it also starts from a field-free state; initial fields would add source terms to the transform. From the field-free start it delivers the neutral interiors, the initial charge and the external current together. The transform cannot treat the sinh law, because the transform of a nonlinear current is not a multiple of Ẽ. Continuity of the total current itself still holds and can be integrated in time instead.

It does extend readily to other linear elements. A series resistance r, per unit area in the sense that its voltage drop is rJ, changes the sum of drops to

V/p = J̃ (r + d₁/y₁ + d₂/y₂).

The denominator of J̃ becomes r y₁y₂ + d₁y₂ + d₂y₁, which is quadratic in p, so the current in general has two relaxation times; for A = 0 one of them drops out. As r → 0 one of them tends to τ. The other belongs to large |p|, where the leading terms rκ₁κ₂p²/(16π²) + pD/(4π) = 0 give p = −4πD/(rκ₁κ₂) = −1/(rC). This is the charging of the series capacitance through r. The single exponential with time τ describes the transient after this charging, provided that rC ≪ τ and that the drop rJ remaining after the charging is small compared with V.

Numbers as computed

```
permittivities k1, k2: 4, 20 (no unit)
thicknesses d1, d2: 10, 40 angstrom
hbar*s1, hbar*s2: 1.0e-18, 1.0e-16 eV
voltage step times e: 0.50 eV
layer time tau1: 3.1831e+17 hbar/eV
layer time tau2: 1.5915e+16 hbar/eV
bilayer tau: 2.7546e+16 hbar/eV
bilayer tau converted: 18.131 s
series R times series C: 1.8391e+17 hbar/eV
early e*E1: 0.027778 eV/angstrom
early e*E2: 0.005556 eV/angstrom
late e*E1: 0.048077 eV/angstrom
late e*E2: 0.000481 eV/angstrom
early drop on layer 1: 0.27778 eV
late drop on layer 1: 0.48077 eV
final charge q_inf: -1.00962e-03 e/angstrom^2
q_inf converted: -1.0096e+13 e/cm^2
q at t/tau=0.1: -9.60782e-05 e/angstrom^2
q at t/tau=1.0: -6.38203e-04 e/angstrom^2
q at t/tau=3.0: -9.59355e-04 e/angstrom^2
late current: 3.3388e-21 e eV/(hbar angstrom^2)
initial excess current: 1.4880e-20 e eV/(hbar angstrom^2)
ramp T/tau=0.01: q(T)/q_inf = 0.004983
ramp T/tau=0.10: q(T)/q_inf = 0.048374
ramp T/tau=1.00: q(T)/q_inf = 0.367879
sinh-law field scale: 0.010 eV/angstrom
sinh-law final charge / ohmic: 0.58311
sinh-law late tau, integrated: 1.3741e+16 hbar/eV
tau from dJ/dE: 1.3740e+16 hbar/eV
tau from J/E: 2.2444e+16 hbar/eV
```
